# Sapphire c-Plane Steps and the Orientation of Epitaxial MoS2

## Result and conditions

Let a rigid, triangular flake of 1H-MoS2 lie on terrace $k$ of c-plane sapphire, with one of its lattice vectors at angle $\theta$ from the sapphire vector $\mathbf a_1$. Let $E_k(\theta)$ be its energy, minimised over lateral position. If terrace $k+1$ lies one sixth of a cell higher and has the same termination, then

$$E_{k+1}(\theta)=E_k(-\theta),\qquad E_k(\theta+120^\circ)=E_k(\theta). \tag{1}$$

In parallel epitaxy the two competing orientations are $0^\circ$ and $60^\circ$, and the step preserves the preferred one. In rotated epitaxy they are $30^\circ$ and $90^\circ$, and the step reverses the preference.

Three conditions apply. The epitaxial relation, parallel or rotated, is given and not derived. The surface structures of the two terraces, including any relaxation or reconstruction, are images of each other under the crystal symmetry found below. The flake feels its terrace and not the step edges; this last condition is relaxed near the end. Symmetry relates the preferences on two terraces, but it fixes neither their size nor which orientation wins on the first.

## The symmetry hidden in a step

Sapphire has space group $R\bar3c$. In hexagonal axes, $\mathbf a_1$ and $\mathbf a_2$ have length $a$ and enclose $120^\circ$, and $\mathbf c$ is normal to the surface. The fractional coordinates, before centring, are

$$\begin{aligned}
\text{Al}:&\ (0,0,\pm u),\ (0,0,\tfrac12\pm u),\\
\text{O}:&\ (v,0,\tfrac14),\ (0,v,\tfrac14),\ (-v,-v,\tfrac14),\\
&\ (-v,0,\tfrac34),\ (0,-v,\tfrac34),\ (v,v,\tfrac34).
\end{aligned}\tag{2}$$

The centring translations $\mathbf t=(\tfrac23,\tfrac13,\tfrac13)$ and $2\mathbf t$ generate the remaining atoms. The c-glide is

$$g:\ (x,y,z)\mapsto(-y,-x,z+\tfrac12). \tag{3}$$

It can be checked on (2). An Al atom at $(0,0,\pm u)$ goes to $(0,0,\tfrac12\pm u)$, and one at $(0,0,\tfrac12\pm u)$ goes to $(0,0,1\pm u)$, which is $(0,0,\pm u)$ one cell higher. The three oxygens at height $\tfrac14$ go to $(0,-v,\tfrac34)$, $(-v,0,\tfrac34)$ and $(v,v,\tfrac34)$, all in the list. The oxygens at $\tfrac34$ return in the same way to the layer at $\tfrac14$, one cell up. The linear part of $g$ takes $\mathbf t$ to $(-\tfrac13,-\tfrac23,\tfrac13)$, which differs from $\mathbf t$ by a lattice vector, so the centred copies are also mapped onto each other.

Since $-\mathbf t$ is itself a symmetry, it may follow $g$:

$$g_6:\ (x,y,z)\mapsto(-y-\tfrac23,\,-x-\tfrac13,\,z+\tfrac16). \tag{4}$$

The rise is $\tfrac12-\tfrac13=\tfrac16$ of a cell. This is the height of one Al–O$_3$–Al unit. The step therefore joins two terraces related by a reflection and a lateral shift.

A pure translation by $c/6$ with some lateral shift would also have related the terraces, and would have removed the effect. A search over all twelve in-plane point operations of the hexagonal lattice, with every lateral shift that can bring oxygen onto oxygen, excludes it: for a rise of $c/6$ it finds three operations, all of them mirrors.

To find the direction of the mirror, take $\mathbf a_1$ along $0^\circ$ and $\mathbf a_2$ along $120^\circ$. The linear part $M$ of (4) gives

$$M\mathbf a_1=-\mathbf a_2,\qquad M\mathbf a_2=-\mathbf a_1,\qquad M(\mathbf a_1+\mathbf a_2)=-(\mathbf a_1+\mathbf a_2). \tag{5}$$

The reversed vector $\mathbf a_1+\mathbf a_2$ is the mirror normal. It has length $a$ and points along $60^\circ$, so it is one of the short lattice vectors. The trace of the mirror in the surface is perpendicular to it, at $150^\circ$. Threefold rotation supplies the other two traces, at $30^\circ$ and $90^\circ$. All three lie midway between short lattice vectors; these are the m-directions of sapphire.

Now cut the crystal just above a chosen Al plane at height $z_0$. The operation $g_6$ maps the half-crystal $z\le z_0$ onto the half-crystal $z\le z_0+\tfrac16$, and the terminating Al onto the terminating Al. An isometry leaves interatomic energies unchanged, so it also maps a relaxed surface of the first terrace onto an equally relaxed surface of the second. If a terrace has several degenerate reconstructions, however, the second must actually adopt the mapped one for (1) to apply.

## Reflection of the flake

In projection, each Mo atom of the flake at $\theta=0$ has S neighbours along $90^\circ$, $210^\circ$ and $330^\circ$, while the MoS2 lattice vectors lie along multiples of $60^\circ$. Reflection in a line at $150^\circ$ takes a direction $\phi$ to $300^\circ-\phi$. It leaves $330^\circ$ fixed, up to a full turn, and exchanges $90^\circ$ and $210^\circ$. The Mo–S bonds are thus mapped onto themselves. The triangular outline, with its edges along lattice vectors, has the same mirror. Calling this flake $F$,

$$MF=F,\qquad R(120^\circ)F=F, \tag{6}$$

where $R(\theta)$ is an anticlockwise rotation about the centre of the flake. A rotation by $60^\circ$ is not a symmetry, because it moves the S atoms to the opposite side of each Mo.

A reflection reverses the sense of a rotation. To see this explicitly, write $M=R(300^\circ)K$, where $K$ reflects in the $\mathbf a_1$ axis and $KR(\theta)=R(-\theta)K$. Rotations in a plane commute, hence

$$MR(\theta)=R(300^\circ)R(-\theta)K=R(-\theta)M. \tag{7}$$

With (6) this becomes

$$MR(\theta)F=R(-\theta)MF=R(-\theta)F. \tag{8}$$

Let $E_k(\theta,\mathbf r)$ be the energy with the flake centre at lateral position $\mathbf r$. Apply $g_6$ to flake and substrate together. The energy cannot change, so

$$E_k(\theta,\mathbf r)=E_{k+1}(-\theta,\,M\mathbf r+\mathbf s), \tag{9}$$

where $\mathbf s$ is the lateral shift in (4). As $\mathbf r$ runs over the plane, so does $M\mathbf r+\mathbf s$. Minimising both sides over position removes $\mathbf s$ and gives $E_k(\theta)=E_{k+1}(-\theta)$, which is the first part of (1) with the sign of $\theta$ renamed. The second part follows from the threefold symmetry in (6).

A flake of irregular outline does not satisfy $MF=F$. Equation (9) then relates it to a flake with the reflected outline, and the law holds between such mirror partners.

## Parallel and rotated epitaxy

Define the preferences

$$P_k=E_k(60^\circ)-E_k(0),\qquad Q_k=E_k(90^\circ)-E_k(30^\circ). \tag{10}$$

A positive $P_k$ favours $0^\circ$; a positive $Q_k$ favours $30^\circ$. By (1), and because $-60^\circ$ is equivalent to $60^\circ$ modulo $120^\circ$,

$$P_{k+1}=E_k(-60^\circ)-E_k(0)=E_k(60^\circ)-E_k(0)=P_k. \tag{11}$$

For the rotated pair, $-90^\circ$ is equivalent to $30^\circ$ and $-30^\circ$ to $90^\circ$, so

$$Q_{k+1}=E_k(-90^\circ)-E_k(-30^\circ)=E_k(30^\circ)-E_k(90^\circ)=-Q_k. \tag{12}$$

Geometrically, the mirror of the step runs along an armchair line of a parallel flake, which is a mirror line of MoS2. In a rotated flake it runs along a zigzag line, which is not.

For a general preferred angle $\theta_0$, the next terrace prefers $-\theta_0$. The orientation is unchanged if $2\theta_0=0$ modulo $120^\circ$, which gives $\theta_0=0$ or $60^\circ$. It is reversed if $2\theta_0=60^\circ$ modulo $120^\circ$, which gives $\theta_0=30^\circ$ or $90^\circ$. At $15^\circ$ neither happens: the two flakes differ by $30^\circ$.

A step of $p$ units applies the reflection $p$ times. For even $p$ the reflections cancel and $Q$ keeps its sign; for odd $p$ it changes sign. Steps of $c/3$ therefore preserve both kinds of epitaxy, whereas steps of $c/2$ reverse the rotated kind.

Equal orientation does not by itself make a seamless film. By (9) the best positions on the two terraces are related by $M\mathbf r+\mathbf s$, and their separation need not be a lattice vector of MoS2. Two parallel flakes may still meet with a translational mismatch, and the film must also bend over the step.

## What the angular harmonics show

The period of $120^\circ$ allows the expansion

$$E_k(\theta)=\sum_{n\ge0}\left[c_n^{(k)}\cos3n\theta+s_n^{(k)}\sin3n\theta\right]. \tag{13}$$

Replacing $\theta$ by $-\theta$ gives $c_n^{(k+1)}=c_n^{(k)}$ and $s_n^{(k+1)}=-s_n^{(k)}$. At $60^\circ$ the cosine is $(-1)^n$ and the sine vanishes. Even terms cancel in the difference from $0^\circ$, leaving

$$P_k=\sum_n c_n^{(k)}\left[(-1)^n-1\right]=-2\sum_{n\ \mathrm{odd}}c_n^{(k)}. \tag{14}$$

At $30^\circ$ the arguments are $n\pi/2$, and at $90^\circ$ they are $3n\pi/2=2\pi n-n\pi/2$. The cosines are equal and the sines opposite, so

$$Q_k=-2\sum_{n\ \mathrm{odd}}s_n^{(k)}\sin\frac{n\pi}{2}. \tag{15}$$

The parallel preference contains the part of the energy that is even under reflection, and the rotated preference the part that is odd.

The odd part has a second consequence. With no rise, or a rise of a full cell, the search finds three rotations and no mirror. A single terrace therefore does not force $E_k(\theta)$ to be even. If $E_k$ is differentiable at $\theta=0$, its slope there,

$$\left.\frac{dE_k}{d\theta}\right|_{0}=\sum_n3n\,s_n^{(k)}, \tag{16}$$

need not vanish. If the minimum sits at a small tilt $+\delta$, it sits at $-\delta$ on the next terrace, and two nominally parallel flakes differ by $2\delta$. The preservation in (11) concerns the choice between $0^\circ$ and $60^\circ$; exact alignment needs a further reason for $\delta=0$.

## A limiting case: the ideal top layer

Keep only the outermost Al and the oxygen layer below it, and set $v=\tfrac13$, so that the oxygens are ideally close packed. Modulo lattice vectors they lie at $(\tfrac13,0)$, $(0,\tfrac13)$ and $(\tfrac23,\tfrac23)$, with the Al at $(\tfrac13,\tfrac23)$. Consider

$$(x,y)\mapsto(y-\tfrac13,\,x+\tfrac13). \tag{17}$$

It takes the first oxygen to the third, the third to the first, and leaves the second and the Al in place. The layer thus has a mirror $N$ whose trace lies along $\mathbf a_1+\mathbf a_2$, perpendicular to that of $M$. Two perpendicular mirrors differ by a half turn, $N=R(180^\circ)M$. Since $R(180^\circ)F=R(60^\circ)F$ by threefold symmetry,

$$NR(\theta)F=R(-\theta)NF=R(60^\circ-\theta)F, \tag{18}$$

and hence $E(\theta)=E(60^\circ-\theta)$ on one and the same terrace. This makes $E(0)=E(60^\circ)$, so $P=0$. It relates $30^\circ$ to itself and leaves $Q$ free. In this limit the law (11) still holds, but it preserves a preference of zero. A parallel preference requires something that breaks $N$: the oxygen distortion $v\ne\tfrac13$ or the deeper layers.

## A worked nucleus

The example uses rough sapphire values $a=4.76$ Å, $c=12.99$ Å, $u=0.352$ and $v=0.306$. The step height is $12.99/6=2.165$ Å, or 0.2165 nm. The flake has 21 Mo and 56 S atoms and a lattice constant of 3.16 Å. It interacts with Al-terminated sapphire through Morse pair potentials with round parameters, the strongest being S–Al with a depth of 0.15 eV at 2.8 Å. Atoms are rigid. The substrate is cut off about 7 Å below the top Al plane; deeper atoms would lower all the energies in the table by about 0.005 eV and leave the preferences unchanged to the printed precision. The height is the one that minimises the laterally averaged energy, 2.02 Å from the top Al plane to the lower S plane, and it is held fixed for all orientations. Each terrace is cut separately from the crystal, so the reflection is not built in.

| Energy (eV) | Terrace 0 | Terrace 1 |
|---|---:|---:|
| $E(0)$ | −19.880 | −19.880 |
| $E(60^\circ)$ | −19.799 | −19.799 |
| $E(30^\circ)$ | −19.105 | −19.162 |
| $E(90^\circ)$ | −19.162 | −19.105 |

The parallel preference is $P=-19.799+19.880=0.081$ eV on both terraces. The rotated preference is $Q_0=-19.162+19.105=-0.057$ eV on the first and $+0.057$ eV on the second. On terrace 2, a height $c/3$ above terrace 0, it is again $-0.057$ eV. All four orientations lie at local minima in angle, to within half a degree, but the rotated pair is about 0.7 eV higher than the parallel one. This model flake thus favours parallel epitaxy, and its rotated values serve only to illustrate the law.

On terrace 0 the first cosine harmonic is $c_1\approx-0.014$ eV. The sine harmonic $s_1$ is small and needs fine sampling: it is about $-0.0014$ eV from energies sampled every $1^\circ$ and $-0.0024$ eV from a spacing of $0.5^\circ$, and it settles at $-0.0023$ eV for spacings of $0.25^\circ$ and $0.125^\circ$. On terrace 1, $s_1$ has the opposite sign. The sampling matters: the energy varies sharply with angle, and a spacing of $5^\circ$ folds finer harmonics into the first, giving a spurious $s_1=-0.0208$ eV. The first term of (14) supplies about $0.03$ eV, a third of $P$. The first term of (15) supplies only about $+0.005$ eV, although $Q_0$ is $-0.057$ eV. Higher harmonics therefore decide even the sign of the rotated preference here, and a one-harmonic model would fail for this flake.

For the ideal top layer, at the same flake height, $P$ vanishes to the printed precision while $Q=-0.059$ eV, as (18) allows.

## From energies to orientation shares

Suppose nuclei can exchange orientation within a pair until they reach thermal equilibrium, and neglect any difference in entropy between the two orientations. For the example, counting all lateral positions at the fixed height would change the shares below by less than 0.03. On terrace 0 the share at $30^\circ$ is

$$q=\frac{1}{1+e^{-Q_0/k_BT}}, \tag{19}$$

and the share at $0^\circ$ follows with $P$ in place of $Q_0$. At 1200 K, $k_BT=0.1034$ eV. The parallel share is $1/(1+e^{-0.781})=0.69$ on every terrace. The rotated share is $1/(1+e^{0.551})=0.37$ on terrace 0 and 0.63 on terrace 1.

If odd terraces occupy an area fraction $f$ and nucleation is equally dense everywhere, the total share at $30^\circ$ is $(1-f)q+f(1-q)$. Subtracting the share at $90^\circ$, which is one minus this, gives the imbalance

$$\eta=2\left[(1-f)q+f(1-q)\right]-1=(2q-1)(1-2f). \tag{20}$$

For equal areas $f=\tfrac12$ and $\eta=0$, however strong the preference on each terrace. Even-height steps give $f=0$ and recover the full imbalance $2q-1$. Within the stated conditions, a rotated film can approach a single orientation across many terraces of similar width only if nearly all of them are even, or nearly all odd. Steps of even height ensure this. A parallel film tolerates steps of either parity.

A strong preference is needed too. A share of 99% requires $k_BT\ln99=0.48$ eV at this temperature, about six times the parallel preference of the example. With a rough miscut of $0.2^\circ$ and single steps, the terraces are $2.165/\tan0.2^\circ=620$ Å, or 62 nm, wide. In the limit of strong preference, this is the spacing at which rotated domains alternate.

## How far the numbers can be trusted

The sign of each preference is fragile. With five Mo atoms along the edge instead of six, $P$ is $-0.020$ eV and $Q_0$ is $-0.132$ eV; with seven they are $-0.117$ and $+0.052$ eV. Lowering the six-atom flake by 0.1 Å raises $P$ to 0.108 eV, and lifting it by 0.1 Å reduces $P$ to 0.060 eV. Moving the top Al inward by 0.7 Å reverses the sign of $Q_0$. With the flake 1.80 Å above the original Al plane, the height used for the listed output, $Q_0$ is $+0.051$ eV; at the new minimum of the laterally averaged energy, 1.63 Å, it is $+0.093$ eV and $P$ rises to 0.24 eV. In all these cases $P$ was found equal and $Q$ opposite on terraces 0 and 1. The relation between terraces is robust where the preferred orientation itself is not.

The odd part of the energy also appears near $0^\circ$: $E(+2^\circ)-E(-2^\circ)$ is $-0.002$ eV on terrace 0 and $+0.002$ eV on terrace 1. The minimum itself stays within $0.1^\circ$ of $0^\circ$ on both terraces, so the tilt $\delta$ is negligible for this flake.

Step edges can also act on the orientation. For one unrelaxed cut of a straight step along $\mathbf a_1$, the strongest attraction between the flake and the raised layer, taken alone, is about 0.8 eV when a flat edge of the flake faces the step ($0^\circ$) and 0.2 eV when a corner does ($60^\circ$). The difference of 0.57 eV is seven times $P$. Moving the cut exposes other edge atoms and can raise the difference above 2 eV, so the number belongs to this cut and not to the step direction alone. Nor may it simply be added to $P$, because the position that suits the edge need not suit the terrace. When the sum of both energies is minimised over one common position, the rigid flake stays away from this edge, and $0^\circ$ is favoured by only about 0.1 eV, little more than $P$ itself. Other cuts of the same step can hold the flake at the edge and favour $0^\circ$ by more than 1 eV, so docking cannot be neglected in general.

Whether docking defeats the reversal depends on the step direction. The mirror with trace at $90^\circ$ maps a step along $\mathbf a_1$ onto a parallel step and keeps its uphill side. If successive edges have correspondingly mapped structures, (1) holds with docking included, and rotated flakes still reverse. For steps along the $90^\circ$ direction, the same mirror exchanges uphill and downhill, and the other two mirrors turn the step. None of the three mirrors then relates successive steps of one staircase, so (1) is no longer guaranteed once docking is included. A rotated flake has a flat edge parallel to such a step, and docking can select the same orientation on every terrace. The strength of this selection also depends on which atoms the edge exposes, and no value is given here.

Set beside real growth, the cell dimensions, step height and temperature are of typical size. The binding is not: 0.11 eV/Å$^2$ is several times the few hundredths of an eV/Å$^2$ that roughly characterise van der Waals contacts, and the flake also sits low. The height is set by the distances, decay constant and relative depths of the pair potentials; scaling all depths by one factor would weaken the binding but leave the height unchanged. The calculated preferences are therefore illustrations and not predictions for MoS2 on sapphire. Real surfaces may also carry hydroxyl groups, sulphur, or different terminations on neighbouring terraces. In the last case $g_6$ no longer maps one surface onto the next, and neither (11) nor (12) is guaranteed. The numerical output below lists the main values; its harmonics are those of the $5^\circ$ sampling.

## Numbers as computed

```
sapphire a, c: 4.76, 12.99 angstrom
sapphire Al z, O x: 0.352, 0.306 (fractions)
MoS2 lattice constant, half thickness: 3.16, 1.56 angstrom
Morse S-Al: depth 0.15 eV, distance 2.8 angstrom
Morse S-O: depth 0.03 eV, distance 3.4 angstrom
Morse Mo-Al: depth 0.03 eV, distance 3.8 angstrom
Morse Mo-O: depth 0.02 eV, distance 4.0 angstrom
Morse decay constant: 1.4 per angstrom
step height c/6: 2.165 angstrom = 0.2165 nm
step 1c/6: 3 mirrors; parallel kept, rotated reversed
step 2c/6: 3 rotations; parallel kept, rotated kept
step 3c/6: 3 mirrors; parallel kept, rotated reversed
step 4c/6: 3 rotations; parallel kept, rotated kept
step 5c/6: 3 mirrors; parallel kept, rotated reversed
step 6c/6: 3 rotations; parallel kept, rotated kept
flake: 21 Mo, 56 S atoms
lowest S plane above top Al: 2.018 angstrom
binding per Mo-sheet area: 0.1095 eV/angstrom^2
terrace 0 E(0), E(60): -19.87983, -19.79911 eV
terrace 0 E(30), E(90): -19.10466, -19.16165 eV
terrace 1 E(0), E(60): -19.87983, -19.79911 eV
terrace 1 E(30), E(90): -19.16165, -19.10466 eV
terrace 0 E(60)-E(0), E(90)-E(30): 0.080724, -0.056993 eV
terrace 1 E(60)-E(0), E(90)-E(30): 0.080724, 0.056993 eV
terrace 2 E(60)-E(0), E(90)-E(30): 0.080724, -0.056993 eV
terrace 0 c_1, s_1: -0.013534, -0.020831 eV
terrace 1 c_1, s_1: -0.013534, 0.020831 eV
ideal top layer preferences: 0.000000, -0.058655 eV
temperature, thermal energy: 1200 K, 0.1034 eV
terrace 0 share of 0 deg, of 30 deg: 0.6858, 0.3656
terrace 1 share of 0 deg, of 30 deg: 0.6858, 0.6344
both terraces, 0 deg, 30 deg: 0.6858, 0.5000
terrace width at 0.2 deg miscut: 620 angstrom = 62.0 nm
edge of 5 Mo, preferences: -0.020416, -0.132458 eV
edge of 7 Mo, preferences: -0.117407, 0.051824 eV
height -0.1 angstrom, preferences: 0.107779, -0.082431 eV
height +0.1 angstrom, preferences: 0.060251, -0.039292 eV
top Al sunk 0.7 angstrom, preferences: 0.093892, 0.051092 eV
E(+2 deg)-E(-2 deg), terraces 0, 1: -0.002059, 0.002059 eV
step docking, edge first, corner first: -0.794, -0.220 eV
```
